# Why slow interface traps stretch a high-frequency capacitance-voltage curve

## The puzzle in the measurement

A metal-oxide-semiconductor capacitor is measured with a small 1 MHz signal while its gate bias is swept slowly. The measured capacitance falls over a wider bias range than the curve calculated from the oxide thickness and doping. Traps at the oxide interface are the suspected cause, but they exchange charge far too slowly to follow 1 MHz. If they contribute nothing to the alternating charge, how can they alter the curve?

The measurement has two time scales. The signal measures how the semiconductor responds at its present surface potential, and the slow bias determines what that potential is. A trap can be absent from the first process and present in the second. This requires traps that are slow compared with the signal but fast compared with the sweep. Traps too slow for both shift the curve without stretching it.

## Bias and surface potential

Take a uniformly doped p-type semiconductor with acceptor density $N_A$. Let $\psi$ be its surface potential relative to the neutral bulk, positive when the bands bend downward and holes are depleted. Charges and capacitances are per unit area, and $q>0$ is the elementary charge.

The charges on the gate, in the semiconductor and in the interface traps sum to zero:

$$
Q_G+Q_s+Q_{it}=0 .
$$

With no mobile charge in the oxide, the voltage across it is $Q_G/C_{ox}$, up to a constant. Let $V=V_G-V_{FB}$, where the constant $V_{FB}$ absorbs the work-function difference, fixed oxide charge and the trap charge present at a reference potential $\psi_0$. Then $Q_{it}$ denotes the change of trap charge from $\psi_0$, and

$$
V=\psi+\frac{Q_G}{C_{ox}}
=\psi-\frac{Q_s(\psi)+Q_{it}}{C_{ox}} . \tag{1}
$$

With this convention, curves with and without traps coincide at $\psi_0$. Another choice moves one of them rigidly.

For the semiconductor, assume fully ionized acceptors, Boltzmann statistics for holes and negligible electron charge. At depth $x$, with local potential $\phi(x)$, Poisson's equation is

$$
\varepsilon_s\frac{d^2\phi}{dx^2}
=qN_A\left(1-e^{-q\phi/kT}\right).
$$

Multiply by $d\phi/dx$, so that the left side becomes a total derivative, and integrate from the bulk, where $\phi$ and the field vanish, to the surface:

$$
\frac{\varepsilon_s}{2}\left(\frac{d\phi}{dx}\right)^2_{x=0}
=qN_A\int_0^\psi\left(1-e^{-q\phi/kT}\right)d\phi
=kTN_A\left(e^{-u}+u-1\right),
$$

where $u=q\psi/kT$. In depletion the surface field points into the semiconductor, and Gauss's law gives a negative charge equal in size to $\varepsilon_s$ times this field:

$$
Q_s=-\sqrt{2\varepsilon_s kTN_A\left(e^{-u}+u-1\right)} . \tag{2}
$$

Differentiating $Q_s^2$ gives $2Q_s\,dQ_s/d\psi=2\varepsilon_s qN_A(1-e^{-u})$. Since $Q_s=-|Q_s|$, the semiconductor capacitance is

$$
C_s=-\frac{dQ_s}{d\psi}
=\frac{\varepsilon_s qN_A(1-e^{-u})}{|Q_s|}. \tag{3}
$$

It falls as the depletion layer widens.

## What the traps do during each process

Let the trap density per area and energy, $D_{it}$, be uniform over the energies that matter. Label each level by the surface potential $\varphi$ at which it meets the Fermi level, so that its energy above the Fermi level is $q(\varphi-\psi)$. Its equilibrium electron occupation is

$$
f_0=\frac{1}{1+e^{q(\varphi-\psi)/kT}} .
$$

A constant level degeneracy only changes the label. Raising $\psi$ lowers the levels and fills them with electrons. A donor-like trap thereby loses positive charge and an acceptor-like trap gains negative charge, so the change has the same sign for both. Since $dE=q\,d\varphi$,

$$
\frac{dQ_{it}}{d\psi}
=-q^2D_{it}\int\frac{\partial f_0}{\partial\psi}\,d\varphi
=-q^2D_{it}\equiv-C_{it}. \tag{4}
$$

The integral is one because $\partial f_0/\partial\psi=-\partial f_0/\partial\varphi$ and $f_0$ falls from one to zero across the levels.

Equation (4) is the slow limit. To find how quickly it fails, let the traps exchange holes with the valence band. Hole capture removes a trapped electron, and hole emission restores one:

$$
\frac{df}{dt}=-c_pp_sf+c_pp_1(1-f).
$$

Here $c_p$ is the capture coefficient, $p_s=N_Ae^{-q\psi/kT}$ is the surface hole density, and $p_1=N_Ae^{-q\varphi/kT}$ follows from detailed balance. The level moves with the band edge, so $p_1$ does not depend on $\psi$. In equilibrium $1-f_0=p_s/(p_s+p_1)$.

A small signal $\delta\psi\,e^{i\omega t}$ changes the hole density by $\delta p_s=-(qp_s/kT)\delta\psi$. With $\tau=1/(c_pp_s)$, the relaxation rate $c_p(p_s+p_1)$ equals $1/[\tau(1-f_0)]$. The linearized rate equation is therefore

$$
\left[i\omega+\frac{1}{\tau(1-f_0)}\right]\delta f
=\frac{f_0}{\tau}\frac{q}{kT}\delta\psi ,
$$

and hence

$$
\frac{\delta f}{\delta\psi}
=\frac{q}{kT}\frac{f_0(1-f_0)}{1+i\omega\tau(1-f_0)} .
$$

Set $g=1-f_0$. Then $dg=(q/kT)f_0(1-f_0)\,d\varphi$, and the sum over levels becomes the complex trap capacitance

$$
C_t(\omega)=C_{it}\int_0^1\frac{dg}{1+i\omega\tau g}
=C_{it}\frac{\ln(1+i\omega\tau)}{i\omega\tau}. \tag{5}
$$

For $\omega\tau\ll1$ it tends to $C_{it}$. Its real part is $C_{it}\arctan(\omega\tau)/(\omega\tau)$, which for $\omega\tau\gg1$ falls as $\pi C_{it}/(2\omega\tau)$. The same traps can therefore give nearly their full response to the sweep and almost none to the signal.

## How the stretch follows

For $\omega\tau\gg1$, $Q_{it}$ is constant during a signal cycle. A change $\delta\psi$ then requires gate charge $\delta Q_G=C_s\delta\psi$ and, by equation (1), gate voltage $\delta V=(1+C_s/C_{ox})\delta\psi$. Their ratio is

$$
C_{HF}=\frac{C_s}{1+C_s/C_{ox}}
=\frac{C_{ox}C_s(\psi)}{C_{ox}+C_s(\psi)} . \tag{6}
$$

This is the trap-free function of $\psi$. During the sweep, however, the trap charge changes according to equation (4). Differentiating equation (1) now gives

$$
\frac{dV}{d\psi}=1+\frac{C_s+C_{it}}{C_{ox}} . \tag{7}
$$

The added term is the cause of the stretch. As $\psi$ rises, the traps become more negative and the gate must carry more positive charge to balance them. That charge raises the oxide voltage, so a larger change of bias is needed for the same change of $\psi$.

By the chain rule, $dC_{HF}/dV=(dC_{HF}/d\psi)/(dV/d\psi)$. The numerator is the same with and without traps. At equal $\psi$, the slope is thus divided by

$$
S=\frac{1+(C_s+C_{it})/C_{ox}}{1+C_s/C_{ox}}
=1+\frac{C_{it}}{C_{ox}+C_s}. \tag{8}
$$

For fixed $C_{ox}$ and $C_{it}$, $S$ grows as depletion deepens, because $C_s$ falls. A thinner oxide reduces the stretch, since the same trap charge then produces less oxide voltage.

Integrating the trap term in equation (7) gives the voltage difference at equal $\psi$, and therefore at equal $C_{HF}$:

$$
\Delta V=\frac{C_{it}}{C_{ox}}(\psi-\psi_0),\qquad
C_{it}=C_{ox}\frac{d\Delta V}{d\psi}. \tag{9}
$$

The second relation is the basis of the Terman method. The measured capacitance supplies $\psi$ through equation (6), the calculated trap-free curve supplies the comparison voltage, and $D_{it}=C_{it}/q^2$ follows.

## How large the effect is

Consider round parameters in the rough regime of oxidized silicon at 300 K: a 10 nm oxide, $N_A=10^{17}$ cm$^{-3}$ and $D_{it}=10^{12}$ cm$^{-2}$ eV$^{-1}$. The relative permittivities are 3.9 for the oxide and 11.7 for the semiconductor. They give $C_{ox}=345.3$ nF/cm$^2$ and $C_{it}=160.2$ nF/cm$^2$. The window is $\psi=0.20$ to 0.40 V, with $\psi_0=0.20$ V.

At $\psi=0.30$ V, equation (3) gives $C_s=174.0$ nF/cm$^2$. Thus

$$
C_{HF}=\frac{345.3\times174.0}{345.3+174.0}
=115.7\ \mathrm{nF/cm^2},
$$

$$
S=1+\frac{160.2}{345.3+174.0}=1.31 .
$$

The slope is about 24% smaller than without traps, since $1/1.31=0.76$. Across the window:

| $\psi$ (V) | $C_{HF}$ (nF/cm²) | $V$, no traps (V) | $V$, traps (V) |
|---|---:|---:|---:|
| 0.20 | 133.7 | 0.420 | 0.420 |
| 0.30 | 115.7 | 0.576 | 0.623 |
| 0.40 | 104.1 | 0.723 | 0.816 |

The last shift can be traced directly. The traps gain a negative charge of size $160.2\times0.20=32.0$ nC/cm$^2$, and balancing it costs $32.0/345.3=0.093$ V across the oxide. The bias interval grows from 0.303 to 0.395 V, a factor of 1.31.

At equal bias the comparison looks different. At $V=0.623$ V the device with traps has $\psi=0.300$ V and $C_{HF}=115.7$ nF/cm$^2$. The trap-free device has already reached $\psi=0.331$ V and 111.6 nF/cm$^2$. The higher capacitance of the first device is not an added trap response. Its depletion layer is narrower because its surface potential lags behind.

This account was tested by a time-domain calculation that assumes neither equation (6) nor equation (8). It follows the rate equation for individual levels, with $c_p=10^{-9}$ cm$^3$/s, while the gate is ramped at 0.02 V/s. At chosen biases it applies a 1 mV, 1 MHz sine and extracts the in-phase gate charge. At $\psi=0.30$ V it gives 115.7 nF/cm$^2$, as equation (6) does, and a slope reduction of 1.303 against the predicted 1.309.

The small slope discrepancy has a traceable source. At this potential $\omega\tau=6.9\times10^3$, so the remaining trap capacitance is $\pi C_{it}/(2\omega\tau)=0.037$ nF/cm$^2$. The series oxide multiplies its effect by $[C_{ox}/(C_{ox}+C_s)]^2=0.44$, leaving 0.016 nF/cm$^2$. Because $1/\tau\propto e^{-q\psi/kT}$, this remainder falls with slope $-0.016/0.02585=-0.6$ nF/cm$^2$ per volt. The main curve has a slope of about $-140$ in the same unit, so the simulated curve is some 0.4% steeper than the ideal one, as found.

Applying equation (9) to the simulated curve between 0.30 and 0.40 V returns $9.93\times10^{11}$ cm$^{-2}$ eV$^{-1}$, 0.7% below the input density.

## Two cases without the same stretch

**Traps frozen during the sweep.** If $Q_{it}$ keeps a constant value $Q_f$ throughout the sweep, equation (1) gives $\Delta V=-Q_f/C_{ox}$ for every $\psi$. Its derivative is zero, and the curve moves without changing shape. In a second simulation the traps were first filled in equilibrium at $\psi=0.40$ V. Their capture coefficient was then reduced by a factor of $10^4$, and the bias was swept at 300 V/s. The shifts at $\psi=0.20$, 0.30 and 0.40 V were 0.0932, 0.0927 and 0.0927 V, against a predicted constant of 0.0928 V. A curve without stretch therefore does not show that traps are absent.

**Traps that follow the signal.** For $\omega\tau\ll1$, the trap capacitance appears in parallel with $C_s$:

$$
C_{LF}=\frac{C_{ox}(C_s+C_{it})}{C_{ox}+C_s+C_{it}} .
$$

At $\psi=0.30$ V this is $345.3\times334.2/679.5=169.8$ nF/cm$^2$. The simulation gives 169.8 nF/cm$^2$ at 1 Hz, 165.4 at 100 Hz and 115.7 at 1 MHz. Here capacitance no longer identifies $\psi$ through equation (6), so a density obtained from equation (9) would rest on a wrong surface potential.

A single device can pass between regimes as its bias changes. In the example $\tau$ rises from 23 µs at $\psi=0.20$ V to 52 ms at 0.40 V, because the surface loses its holes. Toward flat band the traps begin to follow the signal; deeper in depletion they may fail to follow the sweep.

## Real silicon devices and the limits of the model

The oxide thickness and doping are plausible for a silicon test capacitor. The trap density is high: a well-annealed thermal oxide on silicon can have roughly $10^{10}$ cm$^{-2}$ eV$^{-1}$ near midgap. By proportionality, that density would reduce the 93 mV shift to 0.9 mV and $S-1$ from 0.31 to 0.003 at $\psi=0.30$ V. The stretch would then be hard to separate from errors in the calculated curve.

Real interfaces also break the assumption of uniform $D_{it}$, which commonly rises toward the band edges. For a varying density, equation (4) becomes a thermal average, $C_{it}=q^2\int D_{it}(E)(-\partial f_0/\partial E)\,dE$. The stretch is then local: doubling this average at one $\psi$ doubles $S-1$ there, from 0.31 to 0.62 at $\psi=0.30$ V. Features much narrower than a few $kT$ are smoothed.

Capture coefficients vary widely too. With the value used here, the residual signal of the traps raises the capacitance at $\psi=0.20$ V by 0.5%. A tenfold larger coefficient would raise it by about 5%, according to equation (5). Even the smaller residual matters for the density, because equation (9) uses a slope and the residual changes rapidly with $\psi$. With the capacitance calculated from equation (5), the local density comes out about 37% too low at $\psi=0.20$ V, 8% too low at 0.25 V and less than 2% too low at 0.30 V.

An error in the assumed doping, by contrast, affects the whole window. In the depletion approximation, which drops the terms of order $kT$, $C_s\propto\sqrt{N_A/\psi}$. If the assumed doping is 5% too high, matching the same capacitance makes the inferred $\psi$ 5% too high. The calculated voltage $\psi+\sqrt{2\varepsilon_sqN_A\psi}/C_{ox}$ is then also 5% too high, which creates a false, varying $\Delta V=-0.05V$. For a trap-free capacitor, the full calculation between $\psi=0.30$ and 0.40 V returns $-1.5\times10^{11}$ cm$^{-2}$ eV$^{-1}$. That is 15% of the density in the example, but fifteen times the density of the well-annealed interface.

Lateral variation of fixed charge can also change the slope, because the instrument averages over regions with different flat-band voltages. At the bias that gives $\psi=0.30$ V without the spread, a Gaussian spread of 0.03 V rms makes the trap-free curve 0.4% steeper. Compared at equal capacitance, as in equation (8), the change is about 0.2%. Either value is little beside the trap effect here, but of the same order as the 0.3% slope reduction caused by a well-annealed interface.

Other omissions are small for these numbers. Incomplete acceptor ionization changes $C_{HF}$ at $\psi=0.30$ V by about 0.01%, even though some 9% of the bulk acceptors are neutral (for a 45 meV level, degeneracy 4 and a valence-band density of states of $2\times10^{19}$ cm$^{-3}$; values from 1.0 to $3.1\times10^{19}$ cm$^{-3}$ give 16% to 6% neutral and a change below 0.05%). The largest oxide field, apart from fields due to charges absorbed in $V_{FB}$, is 0.42 MV/cm, well below the rough 10 MV/cm breakdown field of a good thermal oxide. A tunnelling estimate with a rectangular 3 eV barrier and an effective mass of 0.4 electron masses gives a transmission factor near $10^{-49}$. Including the oxide voltage raises it to about $10^{-47}$, which is still negligible.

The window stops just short of midgap for a reason. At $\psi=0.40$ V the surface electron density is only $5\times10^{-8}$ of the doping, so electron charge is negligible. It is already 0.28 of the surface hole density, however (for an intrinsic density of $10^{10}$ cm$^{-3}$). With equal capture coefficients, electrons would carry about a fifth of the exchange for a level at the Fermi energy, and with a tenfold larger electron coefficient most of it. The hole-only $\tau$ at the top of the window is therefore a rough value. At 0.35 V the electron share is below 1% for equal coefficients. Inversion needs a separate treatment of minority-carrier supply and response.

## What to do with a stretched curve

First establish that the signal is fast enough. Repeat the measurement at a different frequency over the same bias range. Where $\omega\tau\gg1$, the remaining trap contribution varies as $1/\omega$, but it must also be too small to disturb the slope of $\Delta V$. In the example, halving the frequency at $\psi=0.20$ V changes the capacitance by only 0.5%, although the density found there is about 37% too low. Convert any change with frequency into a change of the inferred density. If that is not small, exclude that part of the curve, or find out whether series resistance is responsible. Agreement between two frequencies is necessary but not sufficient, because traps fast enough to follow both also give equal capacitances.

Next establish that the sweep is slow enough. Compare sweep rates and directions. In the example the gate moves by $0.02\times0.052=0.001$ V during the longest $\tau$ in the window, so the traps stay close to equilibrium. A change of shape with sweep rate or direction means that equation (7) cannot be used as it stands. An unchanged shape does not exclude traps that stayed frozen at every rate used.

Then determine $C_{ox}$ and the doping independently of the stretch, calculate the trap-free curve, and compare voltages at equal capacitance. A constant $\Delta V$ is consistent with charge that did not change during the sweep, but also with an error in the work-function difference assumed for the calculated curve. A varying $\Delta V$ is consistent with traps that followed the bias, but also with a wrong doping profile or lateral nonuniformity. Convert its slope to $D_{it}$ only after estimating those errors, and quote the result only for the range of $\psi$ in which both time-scale conditions hold. The numerical output below lists the values for the full window.

## Values computed for the example and the checks

```
temperature 300 K; kT/q 0.02585 V
oxide 10 nm; relative permittivities 3.9 and 11.7
acceptors 1.0e+17 cm^-3; traps 1.0e+12 cm^-2 eV^-1
cross-section 1.0e-16 cm^2; thermal speed 1.0e+07 cm/s
signal 1.0e+06 Hz, 0.001 V; sweep 0.02 V/s
C_ox 345.31 nF/cm^2; C_it 160.22 nF/cm^2
psi V | C_s, C_HF formula, C_HF simulated nF/cm^2
0.20 | 218.19, 133.71, 134.40
0.25 | 192.40, 123.56, 123.65
0.30 | 173.98, 115.69, 115.71
0.35 | 160.01, 109.34, 109.34
0.40 | 148.93, 104.05, 104.05
psi V | V without traps, V with traps, difference V | S
0.20 | 0.4202, 0.4202, 0.0000 | 1.2843
0.25 | 0.4998, 0.5230, 0.0232 | 1.2980
0.30 | 0.5763, 0.6227, 0.0464 | 1.3085
0.35 | 0.6504, 0.7200, 0.0696 | 1.3171
0.40 | 0.7227, 0.8155, 0.0928 | 1.3242
window width: without traps 0.3025 V, with 0.3953 V
width ratio 1.3067
trap-free device at V=0.6227 V: psi 0.3311 V, C_HF 111.59 nF/cm^2
slope ratio at psi=0.30 V from simulation 1.3034
recovered trap density 9.933e+11 cm^-2 eV^-1
psi 0.20 V: tau 2.290e-05 s; omega tau 1.439e+02
psi 0.30 V: tau 1.096e-03 s; omega tau 6.886e+03
psi 0.40 V: tau 5.245e-02 s; omega tau 3.295e+05
psi 0.30 V, signal 1e+00 Hz: simulated C 169.83 nF/cm^2
psi 0.30 V, signal 1e+02 Hz: simulated C 165.38 nF/cm^2
psi 0.30 V, signal 1e+06 Hz: simulated C 115.71 nF/cm^2
full trap response limit at psi=0.30 V: 169.83 nF/cm^2
frozen run: capture times 1e-04, sweep 300 V/s
frozen shifts at psi 0.20, 0.30, 0.40 V: 0.0932, 0.0927, 0.0927 V
predicted rigid shift 0.0928 V
Poisson grid: largest psi error 2.5e-08 V, C_HF error 4.7e-05 %
slow sweep: largest psi error 6.8e-05 V
neglected effects, with rough material inputs:
residual trap signal at psi=0.20 V: 0.52 % of C_HF
electrons at psi=0.40 V: n/N_A 5.2e-08, n/p 0.28
bulk degeneracy correction 0.18 %
neutral bulk acceptors 9.4 %; C_HF change at psi=0.30 V 0.01 %
0.01 V signal instead of 0.001 V: 0.029 % of C_HF
series resistance: C_HF lowered by 0.0076 %
largest oxide field 0.416 MV/cm
log10 tunnelling factor, 3 eV barrier, 0.4 m_e: -48.7
flat-band spread 0.03 V rms: slope change 0.44 %
doping taken 5 % too high: false trap density -1.50e+11 cm^-2 eV^-1
```
